# Why the total dipole decay rate is independent of m: a numerical check

```python
# Result under test: the electric dipole emission rate, summed over final m,
# both polarisations and all photon directions, is the same for each initial m:
#   A = (4/3) alpha^3 omega^3 S/(2J+1)
# and for one electron in a central potential, without spin,
#   A = (4/3) alpha^3 omega^3 [l_max/(2l+1)] R^2.
# S: squared dipole elements summed over both levels and x, y, z;
# R: radial integral of r^3 R_final R_initial; l_max: larger of the two l.
# Hartree atomic units; hydrogen has an infinitely heavy nucleus.
from math import factorial, pi, sqrt
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import lpmv, eval_genlaguerre

alpha = const.fine_structure
time_unit = const.physical_constants["atomic unit of time"][0]
bohr = const.physical_constants["Bohr radius"][0]

# Sphere quadrature, exact for all products of harmonics used here
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(14)
phi_nodes = 2 * pi * np.arange(28) / 28
cos_t, phi = [a.ravel() for a in
              np.meshgrid(cos_nodes, phi_nodes, indexing="ij")]
weight = np.repeat(cos_weights, 28) * 2 * pi / 28
sin_t = np.sqrt(1 - cos_t**2)
normal = np.array([sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t])


def harmonic(l, m):
    k = abs(m)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - k) / factorial(l + k))
    y = norm * lpmv(k, l, cos_t) * np.exp(1j * k * phi)
    return y if m >= 0 else (-1)**k * y.conj()


def angular(l_final, l_initial):
    """Elements of the unit vector n: [component, m_final, m_initial]."""
    yf = np.array([harmonic(l_final, m)
                   for m in range(-l_final, l_final + 1)])
    yi = np.array([harmonic(l_initial, m)
                   for m in range(-l_initial, l_initial + 1)])
    return np.array([(yf.conj() * weight * n) @ yi.T for n in normal])


def momentum(j):
    """Matrices of Jx, Jy, Jz, with m rising from -j to j."""
    m = np.arange(-j, j + 0.5)
    up = np.diag(np.sqrt(j*(j + 1) - m[:-1]*(m[:-1] + 1)), -1)
    return np.array([(up + up.T)/2, (up - up.T)/2j, np.diag(m)])


def final_sum(d):
    """Matrix over initial states after summing final states and x, y, z."""
    return sum(c.conj().T @ c for c in d)


# Golden-rule prefactor from explicit modes of a cubic box.
# Here c = omega = 1, a unit dipole lies along z, and a narrow Gaussian
# replaces the energy delta function.
cells, width = 20, 1 / 20
grid = np.arange(-30, 31) / cells
kx, ky, kz = np.meshgrid(grid, grid, grid, indexing="ij")
k = np.sqrt(kx**2 + ky**2 + kz**2).ravel()
kz = kz.ravel()[k > 0]
k = k[k > 0]
volume = (2 * pi * cells)**3
line = np.exp(-(k - 1)**2 / (2*width**2)) / (width * sqrt(2*pi))
box_rate = 2*pi * np.sum(2*pi*k/volume * (1 - kz**2/k**2) * line)
box_formula = 4/3 * (1 + 3*width**2)  # Gaussian average of omega^3
assert abs(box_rate / box_formula - 1) < 1e-5

# Multiplication of harmonic polynomials by a coordinate
x, y, z = xyz = sp.symbols("x y z", real=True)
for degree, poly in [(2, x**2 + y**2 - 2*z**2), (3, (x + sp.I*y)**2 * z)]:
    for u in xyz:
        part = u*poly - (x*x + y*y + z*z)*sp.diff(poly, u)/(2*degree + 1)
        assert sp.expand(sum(sp.diff(part, v, 2) for v in xyz)) == 0

# Vector commutators, independence of m, selection rule, angular strengths
epsilon = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    epsilon[a, b, c], epsilon[a, c, b] = 1, -1
strength = {}
for l in range(6):
    complete = np.zeros((2*l + 1, 2*l + 1), complex)
    for lf in range(7):
        d = angular(lf, l)
        w = final_sum(d)
        if abs(lf - l) != 1:
            assert np.max(np.abs(d)) < 1e-11
            continue
        left = (np.einsum("apq,iqr->aipr", momentum(lf), d)
                - np.einsum("ipq,aqr->aipr", d, momentum(l)))
        right = 1j * np.einsum("aik,kpr->aipr", epsilon, d)
        assert np.allclose(left, right, atol=1e-11)
        assert np.allclose(w, max(l, lf)/(2*l + 1)*np.eye(2*l + 1),
                           atol=1e-11)
        strength[l, lf] = np.trace(w).real
        complete += w
    assert np.allclose(complete, np.eye(2*l + 1), atol=1e-11)
for l in range(1, 6):
    assert abs(strength[l, l-1] - strength[l-1, l]) < 1e-11
    below = strength[l, l-1]
    assert abs(below + strength[l, l+1] - (2*l + 1)) < 1e-11

print("Golden rule in a box, c = omega = dipole = 1 (dimensionless)")
print(f"  mode sum {box_rate:.6f}, formula with width {box_formula:.6f}")
print("Angular strength between l-1 and l (dimensionless)")
for l in range(1, 5):
    print(f"  l = {l}: {strength[l, l-1]:.6f}")

# Parts of the 3d -> 2p angular sum for separate final m
parts = np.sum(np.abs(angular(1, 2))**2, axis=0)
print("3d -> 2p angular parts for final m = -1, 0, 1; sum (dimensionless)")
for m in range(-2, 3):
    p = parts[:, m + 2]
    print(f"  initial m = {m:2d}: {p[0]:.6f} {p[1]:.6f} {p[2]:.6f};"
          f" {p.sum():.6f}")
z_only = np.sum(np.abs(angular(1, 2)[2])**2, axis=0)
assert np.ptp(z_only) > 0.1  # one fixed polarisation vector is not enough

# Photon emission with two explicit transverse polarisation vectors
pol_1 = np.array([cos_t*np.cos(phi), cos_t*np.sin(phi), -sin_t])
pol_2 = np.array([-np.sin(phi), np.cos(phi), 0*phi])


def pattern(d, e1, e2):
    """Sum over polarisations and final states; d is [component, final]."""
    return sum(np.sum(np.abs(e.T @ d)**2, axis=1) for e in (e1, e2))


print("2p -> 1s share of photons per solid angle (1/sr)")
along_z = []
for m in (0, 1):
    d = angular(0, 1)[:, :, m + 1]
    total = weight @ pattern(d, pol_1, pol_2)
    ex, ey, ez = np.eye(3)[:, :, None]
    axis = pattern(d, ex, ey)[0] / total
    side = pattern(d, ey, ez)[0] / total
    along_z.append(axis)
    print(f"  m = {m}: along z {axis:.6f}, along x {side:.6f}")
assert abs(along_z[0] - along_z[1]) > 0.1  # one direction is not enough

# Hydrogen: radial integrals and full emission rates
nodes, radial_weight = np.polynomial.legendre.leggauss(200)
r = 60 * (nodes + 1)
radial_weight = 60 * radial_weight


def radial(n, l):
    norm = sqrt((2/n)**3 * factorial(n-l-1) / (2*n*factorial(n+l)))
    q = 2 * r / n
    return norm*np.exp(-q/2) * q**l * eval_genlaguerre(n-l-1, 2*l+1, q)


print(f"Fine-structure constant: {alpha:.9f} (dimensionless)")
print(f"Atomic unit of time: {time_unit:.8e} s")
print("Hydrogen: omega (Hartree), R^2 (bohr^2), factor, A (1/s)")
rates = {}
for n, l, nf, lf in [(2, 1, 1, 0), (3, 0, 2, 1), (3, 1, 2, 0),
                     (3, 1, 1, 0), (3, 2, 2, 1)]:
    ri, rf = radial(n, l), radial(nf, lf)
    assert abs(radial_weight @ (ri*r)**2 - 1) < 1e-10
    assert abs(radial_weight @ (rf*r)**2 - 1) < 1e-10
    integral = radial_weight @ (r**3 * ri * rf)
    omega = 0.5/nf**2 - 0.5/n**2
    factor = max(l, lf) / (2*l + 1)
    rate = 4/3 * alpha**3 * omega**3 * factor * integral**2
    dipole = -integral * angular(lf, l)
    for column in range(2*l + 1):
        emitted = weight @ pattern(dipole[:, :, column], pol_1, pol_2)
        direct = alpha**3 * omega**3 / (2*pi) * emitted
        assert abs(direct/rate - 1) < 1e-10
    rate_si = rate / time_unit
    d2_si = factor * (integral * const.e * bohr)**2
    check = ((omega/time_unit)**3 * d2_si
             / (3*pi*const.epsilon_0*const.hbar*const.c**3))
    assert abs(check/rate_si - 1) < 1e-7  # rounded tabulated constants
    name = f"{n}{'spd'[l]} -> {nf}{'spd'[lf]}"
    rates[name] = rate_si
    print(f"  {name}: {omega:.6f}, {integral**2:.6f}, {factor:.6f},"
          f" {rate_si:.5e}")
    if name == "2p -> 1s":
        assert abs(integral - 24*(2/3)**5/sqrt(6)) < 1e-10
        print(f"  2p -> 1s in atomic units: R = {integral:.6f} bohr,"
              f" A = {rate:.6e}")
print(f"Lifetime of 2p: {1e9/rates['2p -> 1s']:.5f} ns")
print(f"Lifetime of 3d: {1e9/rates['3d -> 2p']:.5f} ns")


# Half-integer J: levels from diagonalising L.S, with common R and omega
def fine_levels(l):
    coupling = sum(np.kron(a, b) for a, b in zip(momentum(l), momentum(0.5)))
    values, vectors = np.linalg.eigh(coupling)
    return {l - 0.5: vectors[:, values < 0],
            l + 0.5: vectors[:, values > 0]}


spin_d = np.array([np.kron(c, np.eye(2)) for c in angular(1, 2)])
print("3d_j -> 2p_j': S/R^2 and S/[R^2(2j+1)] (dimensionless)")
for j, upper in fine_levels(2).items():
    summed = 0
    for jf, lower in fine_levels(1).items():
        block = np.array([lower.conj().T @ c @ upper for c in spin_d])
        w = final_sum(block)
        s = np.trace(w).real
        size = int(2*j + 1)
        assert w.shape == (size, size)
        assert np.allclose(w, w[0, 0]*np.eye(size), atol=1e-11)
        back = final_sum(block.conj().transpose(0, 2, 1))
        assert np.allclose(back, s/(2*jf + 1)*np.eye(int(2*jf + 1)),
                           atol=1e-11)
        summed += s / size
        print(f"  j = {j}, j' = {jf}: {abs(s):.6f}, {abs(s)/size:.6f}")
    assert abs(summed - 2/5) < 1e-11
    print(f"  j = {j}, sum over j': {summed:.6f}")

print("no test failed")
```

Output:

```
Golden rule in a box, c = omega = dipole = 1 (dimensionless)
  mode sum 1.343333, formula with width 1.343333
Angular strength between l-1 and l (dimensionless)
  l = 1: 1.000000
  l = 2: 2.000000
  l = 3: 3.000000
  l = 4: 4.000000
3d -> 2p angular parts for final m = -1, 0, 1; sum (dimensionless)
  initial m = -2: 0.400000 0.000000 0.000000; 0.400000
  initial m = -1: 0.200000 0.200000 0.000000; 0.400000
  initial m =  0: 0.066667 0.266667 0.066667; 0.400000
  initial m =  1: 0.000000 0.200000 0.200000; 0.400000
  initial m =  2: 0.000000 0.000000 0.400000; 0.400000
2p -> 1s share of photons per solid angle (1/sr)
  m = 0: along z 0.000000, along x 0.119366
  m = 1: along z 0.119366, along x 0.059683
Fine-structure constant: 0.007297353 (dimensionless)
Atomic unit of time: 2.41888433e-17 s
Hydrogen: omega (Hartree), R^2 (bohr^2), factor, A (1/s)
  2p -> 1s: 0.375000, 1.664787, 0.333333, 6.26832e+08
  2p -> 1s in atomic units: R = 1.290266 bohr, A = 1.516233e-08
  3s -> 2p: 0.069444, 0.880603, 1.000000, 6.31702e+06
  3p -> 2s: 0.069444, 9.393093, 0.333333, 2.24605e+07
  3p -> 1s: 0.444444, 0.266968, 0.333333, 1.67344e+08
  3d -> 2p: 0.069444, 22.543424, 0.400000, 6.46863e+07
Lifetime of 2p: 1.59533 ns
Lifetime of 3d: 15.45923 ns
3d_j -> 2p_j': S/R^2 and S/[R^2(2j+1)] (dimensionless)
  j = 1.5, j' = 0.5: 1.333333, 0.333333
  j = 1.5, j' = 1.5: 0.266667, 0.066667
  j = 1.5, sum over j': 0.400000
  j = 2.5, j' = 0.5: 0.000000, 0.000000
  j = 2.5, j' = 1.5: 2.400000, 0.400000
  j = 2.5, sum over j': 0.400000
no test failed
```
